# The Fock exchange operator for PAW pseudo orbitals, tested on nitrogen: test program

```python
# PAW exact-exchange operator on pseudo orbitals (one spin channel, Hartree units).
# Result under test, with P_ja=<p_a|psi_j>, D_bc=sum_j f_j P_jb conj(P_jc),
# rho_{j,chi}=conj(psi_j) chi + sum_ab conj(P_ja) Qhat_ab <p_b|chi>, v_j = its Coulomb potential:
#  K chi = - sum_j f_j v_j psi_j                              (local term)
#          - sum_a p_a sum_jb f_j P_jb int Qhat_ab v_j        (compensation projector term)
#          - sum_abcd p_a dK_abcd D_bc <p_d|chi>              (one-centre term)
# phi, phit: all-electron / pseudo partial waves; Qhat_ab=sum_L Q^L_ab g_l Y_L;
# dK=(phi phi|phi phi)-(phit phit+Qhat|phit phit+Qhat) on the sphere r<rc;
# T=1+sum|phi-phit><p|, S=1+sum|p>dO<p|.
# Claims: dE_x/d conj(psi_i)=f_i K psi_i; K Hermitian; K=T^+ K_AE T if complete;
# int rho_ij=<i|S|j>; kernel+c shifts K by -c sum_j f_j S|j><j|S.
# Functions are arrays [lm, r], lm=s,x,y,z; pair densities [L, r], l<=2.
# K chi is projected on l<=1, which is all that matrix elements in this space need.
import math
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf
from pyscf.dft import numint

EV = physical_constants['Hartree energy in eV'][0]
pi, rc = np.pi, 1.2
# ---- radial Gauss panels (rc is an edge), cumulative integration matrix, Poisson matrices
edges = [0, .005, .015, .04, .1, .25, .6, rc, 2., 3.2, 5., 8., 12., 17., 23., 30.]
n = 18
x, wx = leg.leggauss(n)
prim = np.stack([leg.legval(x, leg.legint(np.eye(n)[k], lbnd=-1)) for k in range(n)], axis=1)
A = prim @ np.linalg.inv(leg.legvander(x, n - 1))
half = np.diff(edges) / 2
r = np.concatenate([edges[q] + h * (x + 1) for q, h in enumerate(half)])
w = np.concatenate([h * wx for h in half])
C = np.zeros((r.size, r.size))
for q, h in enumerate(half):
    C[q*n:(q+1)*n, :q*n] = w[:q*n]
    C[q*n:(q+1)*n, q*n:(q+1)*n] = h * A
VL = [4*pi/(2*l+1) * (r[:, None]**(-l-1.) * C * r**(l+2.)
      + r[:, None]**l * (w - C) * r**(1.-l)) for l in range(3)]
w2, inside = w * r**2, (r < rc) * 1.0
# ---- real harmonics and Gaunt coefficients by angular quadrature
ct, wt = leg.leggauss(6)
ph = 2*pi*np.arange(12)/12
Z = np.repeat(ct, 12); st = np.sqrt(1 - Z**2)
X, Yy = st*np.tile(np.cos(ph), 6), st*np.tile(np.sin(ph), 6)
wa = np.repeat(wt, 12) * 2*pi/12
c1, c2 = np.sqrt(3/(4*pi)), np.sqrt(15/(4*pi))
Y = np.array([Z*0 + 1/np.sqrt(4*pi), c1*X, c1*Yy, c1*Z, c2*X*Yy, c2*Yy*Z, c2*X*Z,
              np.sqrt(5/(16*pi))*(3*Z**2 - 1), c2/2*(X**2 - Yy**2)])
assert abs((Y*wa) @ Y.T - np.eye(9)).max() < 1e-13
G = np.einsum('Lk,ak,bk,k->Lab', Y, Y[:4], Y[:4], wa)
lL = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])
rl = r[None, :]**lL[:, None]

def pot(rho, shift=0.0):   # kernel 1/|r-r'| + shift
    v = np.stack([rho[..., L, :] @ VL[lL[L]].T for L in range(9)], axis=-2)
    v[..., 0, :] += shift * 4*pi * (rho[..., 0, :] @ w2)[..., None]
    return v
def pair(a, b): return np.einsum('Lab,ar,br->Lr', G, a.conj(), b)
def gram(a, b): return np.einsum('mlr,nlr->mn', a.conj() * w2, b)
def make(lm, R):
    f = np.zeros((4, r.size)); f[lm] = R
    return f
def herm(M): return abs(M - M.conj().T).max()

# ---- N atom ROHF/cc-pVTZ, partial waves 2s 3s 2p 3p
scf.hf.MUTE_CHKFILE = True
mol = gto.M(atom='N 0 0 0', basis='cc-pvtz', spin=3, verbose=0)
mf = scf.ROHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12
e_hf = mf.kernel()
assert mf.converged
loc = mol.ao_loc_nr(); idx = [[], [], [], []]
for ib in range(mol.nbas):
    l = mol.bas_angular(ib)
    for k in range(mol.bas_nctr(ib)):
        if l == 0: idx[0].append(loc[ib] + k)
        if l == 1:
            for m in range(3): idx[1+m].append(loc[ib] + 3*k + m)
F, Sao = np.asarray(mf.get_fock()), mol.intor('int1e_ovlp')
cs = eigh(F[np.ix_(idx[0], idx[0])], Sao[np.ix_(idx[0], idx[0])])[1]
cp = eigh(F[np.ix_(idx[3], idx[3])], Sao[np.ix_(idx[3], idx[3])])[1]
pts = np.zeros((r.size, 3)); pts[:, 2] = r
ao = numint.eval_ao(mol, pts)
aod = numint.eval_ao(mol, np.array([[0., 0., rc]]), deriv=3)[[0, 3, 9, 19], 0, :]
cs = cs * np.sign(aod[0, idx[0]] @ cs); cp = cp * np.sign(aod[0, idx[3]] @ cp)
Rae, Rps, Rpr = [], [], []
for l, cc, ix in ((0, cs[:, 1:3], idx[0]), (1, cp[:, 0:2], idx[3])):
    fac = np.sqrt(4*pi/(2*l+1))
    ae = fac * (ao[:, ix] @ cc).T
    pw = l + 2*np.arange(4)
    M = np.array([[math.perm(int(k), d) * rc**float(k-d) for k in pw] for d in range(4)])
    poly = (r[:, None]**pw @ np.linalg.solve(M, fac * aod[:, ix] @ cc)).T
    ps = np.where(r < rc, poly, ae)
    Rae.append(ae); Rps.append(ps)
    Rpr.append(np.linalg.solve((ps*w2*inside) @ ps.T, ps*inside))
labels = [(0, 0), (0, 1), (1, 0), (2, 0), (3, 0), (1, 1), (2, 1), (3, 1)]  # (lm, shell)
phi, phit, p = (np.array([make(lm, R[min(lm, 1)][k]) for lm, k in labels]) for R in (Rae, Rps, Rpr))
Cpw = np.zeros((mol.nao, 8))
for a, (lm, k) in enumerate(labels):
    Cpw[idx[lm], a] = cs[:, 1+k] if lm == 0 else cp[:, k]
ccore = np.zeros(mol.nao); ccore[idx[0]] = cs[:, 0]
core = make(0, np.sqrt(4*pi) * ao[:, idx[0]] @ cs[:, 0])
up = [0, 2, 3, 4]
dcore, dup, ddn = np.outer(ccore, ccore), Cpw[:, up] @ Cpw[:, up].T, np.outer(Cpw[:, 0], Cpw[:, 0])
assert abs(dcore + dup - mf.make_rdm1()[0]).max() < 1e-5
eri = mol.intor('int2e')
def k_gauss(d): return -np.einsum('ijkl,jk->il', eri, d)
assert abs(gram(p, phit) - np.eye(8)).max() < 1e-10
assert abs(gram(phi, phi) - np.eye(8)).max() < 1e-9

# ---- one-centre data
n1 = np.einsum('Lxy,axr,byr->abLr', G, phi, phi*inside)
nt1 = np.einsum('Lxy,axr,byr->abLr', G, phit, phit*inside)
Q = ((n1 - nt1) * rl * w2).sum(-1)
g = rl * (1 - (r/rc)**2)**2 * inside
g /= (g * rl * w2).sum(-1)[:, None]
dO = gram(phi*inside, phi) - gram(phit*inside, phit)
assert abs(dO - np.sqrt(4*pi)*Q[:, :, 0]).max() < 1e-12
def proj(a): return np.einsum('alr,...lr->...a', p*w2, a)
def Top(a): return a + np.einsum('...a,alr->...lr', proj(a), phi - phit)
def Sop(a): return a + np.einsum('...b,ab,alr->...lr', proj(a), dO, p)

class Paw:
    def __init__(self, lmax=2, shift=0.0):
        self.shift = shift
        self.Qh = Q[..., None] * g * (lL <= lmax)[:, None]
        def coul(d): return ((d*w2).reshape(64, -1) @ pot(d, shift).reshape(64, -1).T).reshape(8, 8, 8, 8)
        self.dK = coul(n1) - coul(nt1 + self.Qh)
    def rho(self, orbs, chi):
        QC = np.einsum('abLr,b->aLr', self.Qh, proj(chi))
        return (np.array([pair(o, chi) for o in orbs])
                + np.einsum('ja,aLr->jLr', proj(orbs).conj(), QC))
    def terms(self, orbs, f, chi):
        P, v = proj(orbs), pot(self.rho(orbs, chi), self.shift)
        t1 = -np.einsum('Lab,Lbr->ar', G, np.einsum('j,jLr,jbr->Lbr', f, v, orbs))
        W = ((self.Qh*w2).reshape(64, -1) @ v.reshape(len(f), -1).T).reshape(8, 8, -1)
        k2 = -np.einsum('j,jb,abj->a', f, P, W)
        D = np.einsum('j,jb,jc->bc', f, P, P.conj())
        k3 = -np.einsum('abcd,bc,d->a', self.dK, D, proj(chi))
        return np.array([t1, np.tensordot(k2, p, 1), np.tensordot(k3, p, 1)])
    def parts(self, orbs, f, basis):
        t = np.array([self.terms(orbs, f, b) for b in basis])
        return np.array([gram(basis, t[:, k]) for k in range(3)])
    def mat(self, orbs, f, basis): return self.parts(orbs, f, basis).sum(0)

def energy(orbs, f, shift=0.0):   # from densities only: no Q, dK or K
    P = proj(orbs)
    hard, soft = np.tensordot(P, phi*inside, 1), np.tensordot(P, phit*inside, 1)
    def se(d): return (d.conj() * pot(d, shift) * w2).sum().real
    e = 0.0
    for i in range(len(f)):
        for j in range(len(f)):
            h, s = pair(hard[i], hard[j]), pair(soft[i], soft[j])
            comp = ((h - s) * rl * w2).sum(-1)[:, None] * g
            e -= .5*f[i]*f[j] * (se(pair(orbs[i], orbs[j]) + comp) + se(h) - se(s + comp))
    return e
def k_ae(orbs, f, basis):         # plain Fock exchange matrix on the grid
    out = [-sum(fj * np.einsum('Lab,Lr,br->ar', G, pot(pair(o, b)), o)
                for fj, o in zip(f, orbs)) for b in basis]
    return gram(basis, np.array(out))
def deriv(fun, h): return (-fun(2*h) + 8*fun(h) - 8*fun(-h) + fun(-2*h)) / (12*h)

paw = Paw()
vout = [abs(pot(n1 - nt1 - q)[..., r > rc]).max() for q in (paw.Qh, 0*paw.Qh)]
assert vout[0] < 1e-11 and vout[1] > 1e-3
# ---- N atom against analytic Gaussian integrals
f4 = np.ones(4)
parts = paw.parts(phit[up], f4, phit); Kup = parts.sum(0)
Kref = Cpw.T @ k_gauss(dup) @ Cpw
err_full = abs(Kup - Kref).max()
assert err_full < 1e-8
err_l = {lm: abs(Paw(lm).mat(phit[up], f4, phit) - Kref).max() for lm in (-1, 0, 1)}
assert min(err_l.values()) > 1e-6
Xref = Cpw.T @ k_gauss(dcore) @ Cpw
Xc = {R: k_ae((core*(r < R))[None], [1.], phi*(r < R)) for R in (rc, 2., 30.)}
ex = {R: abs(Xc[R] - Xref).max() for R in Xc}
assert ex[30.] < 1e-8 and ex[2.] < ex[rc] < 1e-3   # residual: 1s tail beyond the cut
e_up, e_dn = energy(phit[up], f4), energy(phit[[0]], np.ones(1))
assert abs(e_up - .5*np.trace(Kup[np.ix_(up, up)])) < 1e-10
e_cv = Xc[rc][0, 0] + np.trace(Xc[rc][np.ix_(up, up)])
e_cc = k_ae(core[None], [1.], core[None])[0, 0]
e_ref = sum(.5*np.sum(d * k_gauss(d)) for d in (dcore + dup, dcore + ddn))
e_paw = e_up + e_dn + e_cv + e_cc
assert abs(e_paw - e_ref) < 2e-3                   # same 1s tail
ss = np.ix_([0, 1], [0, 1])
ev_S = eigh(Kup[ss], gram(phit, Sop(phit))[ss])[0]
ev_L2 = eigh(Kup[ss], gram(phit, phit)[ss])[0]
ev_ae = eigh(Kref[ss])[0]
assert abs(ev_S - ev_ae).max() < 1e-8 and abs(ev_L2 - ev_ae).max() > 1e-4

# ---- random complex orbitals, fractional occupations
rng = np.random.default_rng(7)
def crand(*s): return rng.normal(size=s) + 1j*rng.normal(size=s)
def normed(b): return b / np.sqrt(np.diag(gram(b, b)).real)[:, None, None]
def s_orth(basis, k):
    o = np.tensordot(crand(k, len(basis)), basis, 1)
    e, u = np.linalg.eigh(gram(o, Sop(o)))
    return np.tensordot(((u * e**-.5) @ u.conj().T).T, o, 1)
f = np.array([1., .7, .35])
bump = np.where(r > rc, (r - rc)**2 * np.exp(-.3*r**2), 0.)
comp_b = normed(np.concatenate([phit, [make(lm, bump) for lm in range(4)]]))
gen_b = normed(np.concatenate([phit, [make(lm, r**min(lm, 1)*np.exp(-al*r**2))
                                      for lm in range(4) for al in (.05, 2.5)]]))
dev = {}
for name, b in (('complete', comp_b), ('generic', gen_b)):
    o = s_orth(b, 3)
    dev[name] = (abs(paw.mat(o, f, b) - k_ae(Top(o), f, Top(b))).max(),
                 abs(gram(b, Sop(b)) - gram(Top(b), Top(b))).max())
assert max(dev['complete']) < 1e-9 and min(dev['generic']) > 1e-5
b = gen_b; o = s_orth(b, 3)
pr = paw.parts(o, f, b); K = pr.sum(0)
h_full, h_drop = herm(K), herm(pr[0] + pr[2])
assert h_full < 1e-10 and h_drop > 1e-4 and abs(K.imag).max() > 1e-3
assert herm(Paw(0).mat(o, f, b)) < 1e-10
xi = np.tensordot(crand(len(b)), b, 1) / 4
fd_err = 0.0
for i in range(3):
    t = paw.terms(o, f, o[i])
    z = gram(xi[None], t.sum(0)[None])[0, 0]
    for phase, exact in ((1, 2*f[i]*z.real), (1j, 2*f[i]*z.imag)):
        def en(h):
            oo = o.copy(); oo[i] = o[i] + h*phase*xi
            return energy(oo, f)
        fd_err = max(fd_err, abs(deriv(en, 1e-2) - exact))
    assert abs(gram(xi[None], t[1][None])[0, 0]) > 1e-5   # compensation term matters
assert fd_err < 1e-9
def rot(t):
    oo = o.copy()
    oo[0], oo[2] = np.cos(t)*o[0] + np.sin(t)*o[2], np.cos(t)*o[2] - np.sin(t)*o[0]
    return energy(oo, f)
d_fd, d_an = deriv(rot, 1e-3), 2*(f[0] - f[2]) * paw.mat(o, f, o)[2, 0].real
assert abs(d_fd - d_an) < 1e-8
U = np.linalg.qr(crand(3, 3))[0]; oU = np.tensordot(U, o, 1); one = np.ones(3)
assert abs(paw.mat(oU, one, b) - paw.mat(o, one, b)).max() < 1e-10
assert abs(paw.mat(oU, f, b) - K).max() > 1e-4
mono = np.sqrt(4*pi) * np.array([paw.rho(o, o[j])[:, 0] @ w2 for j in range(3)]).T
mono_err, l2_err = abs(mono - np.eye(3)).max(), abs(gram(o, o) - np.eye(3)).max()
assert mono_err < 1e-11 and l2_err > 1e-4
c = 0.25
Sbo = gram(b, Sop(o)); target = -c * (Sbo * f) @ Sbo.conj().T
sh = {lm: abs(Paw(lm, c).mat(o, f, b) - Paw(lm).mat(o, f, b) - target).max() for lm in (2, 0, -1)}
assert sh[2] < 1e-10 and sh[0] < 1e-10 and sh[-1] > 1e-4
pc = Paw(2, c)
assert abs(pc.dK - paw.dK).max() < 1e-11 and abs(Paw(-1, c).dK - Paw(-1).dK).max() > 1e-4
for i in range(3):
    dfun = (pc.terms(o, f, o[i]) - paw.terms(o, f, o[i])).sum(0) + c*f[i]*Sop(o[i])
    assert abs(dfun).max() < 1e-9
assert abs(energy(o, f, c) - energy(o, f) + c/2*np.sum(f**2)) < 1e-10
Sb = gram(b, Sop(b)); assert np.linalg.eigvalsh(Sb).min() > 0
Aop = np.linalg.solve(Sb, K)
ev, vec = np.linalg.eig(Aop)
gm = vec.conj().T @ Sb @ vec; dn = np.sqrt(np.diag(gm).real)
s_off = abs(gm / np.outer(dn, dn) - np.eye(len(b))).max()
h_l2 = herm(gram(b, b) @ Aop)
assert abs(ev.imag).max() < 1e-8 and s_off < 1e-6 and h_l2 > 1e-4

print(f"N 4S ROHF/cc-pVTZ total energy = {e_hf:.6f} Ha; rc = {rc} bohr")
L2 = gram(phit, phit)
print(f"L2 norm^2 pseudo 2s = {L2[0,0]:.6f}, 2p = {L2[4,4]:.6f} (dimensionless)")
print(f"dO(2s,2s) = {dO[0,0]:.6f}, dO(2s,3s) = {dO[0,1]:.6f}, dO(2p,2p) = {dO[4,4]:.6f}")
print(f"Q^00(2s,2s) = {Q[0,0,0]:.6f}, Q^00(2pz,2pz) = {Q[4,4,0]:.6f}")
print(f"Q^10(2s,2pz) = {Q[0,4,3]:.6f} bohr, Q^20(2pz,2pz) = {Q[4,4,7]:.6f} bohr^2")
print(f"max potential outside rc: compensated {vout[0]:.1e}, bare {vout[1]:.4f} Ha")
for nm, a, d in (('2s|K|2s', 0, 0), ('2p|K|2p', 4, 4), ('2s|K|3s', 0, 1), ('3s|K|2s', 1, 0)):
    print(f"<{nm}> local {parts[0,a,d]:.6f}, comp {parts[1,a,d]:.6f}, 1c {parts[2,a,d]:.6f} Ha")
    print(f"   sum {Kup[a,d]:.6f} Ha = {Kup[a,d]*EV:.4f} eV; Gaussian AE {Kref[a,d]:.6f} Ha")
print(f"max |K - K_AE|, all multipoles = {err_full:.1e} Ha")
print(f"  lmax=1 {err_l[1]:.2e}, lmax=0 {err_l[0]:.2e}, none {err_l[-1]:.2e} Ha")
print(f"core X(2s,2s) = {Xc[rc][0,0]:.6f} (AE {Xref[0,0]:.6f}) Ha")
print(f"core X(2p,2p) = {Xc[rc][4,4]:.6f} (AE {Xref[4,4]:.6f}) Ha")
print(f"max core error: cut rc {ex[rc]:.1e}, cut 2 bohr {ex[2.]:.1e}, no cut {ex[30.]:.1e} Ha")
print(f"E_vv up = {e_up:.6f}, E_vv down = {e_dn:.6f} Ha")
print(f"E_cv = {e_cv:.6f}, E_cc = {e_cc:.6f} Ha")
print(f"E_x PAW = {e_paw:.6f} Ha = {e_paw*EV:.3f} eV; AE = {e_ref:.6f} Ha")
print(f"s-block eigenvalues, S metric  = {ev_S[0]:.6f}, {ev_S[1]:.6f} Ha")
print(f"s-block eigenvalues, AE        = {ev_ae[0]:.6f}, {ev_ae[1]:.6f} Ha")
print(f"s-block eigenvalues, L2 metric = {ev_L2[0]:.6f}, {ev_L2[1]:.6f} Ha")
print(f"random test: occupations {f[0]}, {f[1]}, {f[2]}; basis size {len(b)}; c = {c} Ha")
for k in dev:
    print(f"{k}: |K-T+KT| = {dev[k][0]:.1e} Ha, |S-T+T| = {dev[k][1]:.1e}")
print(f"|K-K+| full = {h_full:.1e}, without compensation projector term = {h_drop:.2e} Ha")
print(f"gradient vs finite difference, max error = {fd_err:.1e} Ha")
print(f"rotation dE/dtheta: difference {d_fd:.8f}, formula {d_an:.8f} Ha/rad")
print(f"|int rho_ij - delta| = {mono_err:.1e}; |<i|j> - delta| = {l2_err:.4f}")
print(f"shift law error: lmax=2 {sh[2]:.1e}, lmax=0 {sh[0]:.1e}, none {sh[-1]:.2e} Ha")
print(f"energy shift = {energy(o, f, c) - energy(o, f):.6f} Ha")
print(f"S^-1 K: max Im eigenvalue {abs(ev.imag).max():.1e} Ha, S-overlap {s_off:.1e}")
print(f"S^-1 K: L2 non-Hermiticity = {h_l2:.2e} Ha")
print("tests ok")
```

Running it gives:

```
N 4S ROHF/cc-pVTZ total energy = -54.397358 Ha; rc = 1.2 bohr
L2 norm^2 pseudo 2s = 1.083719, 2p = 0.914676 (dimensionless)
dO(2s,2s) = -0.083719, dO(2s,3s) = -0.098017, dO(2p,2p) = 0.085324
Q^00(2s,2s) = -0.023617, Q^00(2pz,2pz) = 0.024069
Q^10(2s,2pz) = -0.000670 bohr, Q^20(2pz,2pz) = 0.006808 bohr^2
max potential outside rc: compensated 6.3e-17, bare 0.3162 Ha
<2s|K|2s> local -1.178376, comp 0.075071, 1c 0.007376 Ha
   sum -1.095929 Ha = -29.8217 eV; Gaussian AE -1.095929 Ha
<2p|K|2p> local -0.823409, comp -0.077815, 1c -0.011423 Ha
   sum -0.912647 Ha = -24.8344 eV; Gaussian AE -0.912647 Ha
<2s|K|3s> local -0.258256, comp 0.024037, 1c 0.009090 Ha
   sum -0.225128 Ha = -6.1261 eV; Gaussian AE -0.225128 Ha
<3s|K|2s> local -0.328256, comp 0.094037, 1c 0.009090 Ha
   sum -0.225128 Ha = -6.1261 eV; Gaussian AE -0.225128 Ha
max |K - K_AE|, all multipoles = 1.2e-15 Ha
  lmax=1 2.59e-03, lmax=0 2.29e-03, none 5.46e-02 Ha
core X(2s,2s) = -0.064001 (AE -0.063990) Ha
core X(2p,2p) = -0.028658 (AE -0.028803) Ha
max core error: cut rc 1.5e-04, cut 2 bohr 2.0e-06, no cut 1.8e-15 Ha
E_vv up = -1.916934, E_vv down = -0.341921 Ha
E_cv = -0.213976, E_cc = -4.125069 Ha
E_x PAW = -6.597900 Ha = -179.538 eV; AE = -6.598314 Ha
s-block eigenvalues, S metric  = -1.147847, -0.119723 Ha
s-block eigenvalues, AE        = -1.147847, -0.119723 Ha
s-block eigenvalues, L2 metric = -1.026106, -0.112502 Ha
random test: occupations 1.0, 0.7, 0.35; basis size 16; c = 0.25 Ha
complete: |K-T+KT| = 1.4e-16 Ha, |S-T+T| = 4.4e-16
generic: |K-T+KT| = 7.9e-02 Ha, |S-T+T| = 1.8e-01
|K-K+| full = 2.8e-14, without compensation projector term = 7.02e-02 Ha
gradient vs finite difference, max error = 8.4e-14 Ha
rotation dE/dtheta: difference 0.02844035, formula 0.02844035 Ha/rad
|int rho_ij - delta| = 1.8e-15; |<i|j> - delta| = 0.0920
shift law error: lmax=2 9.0e-13, lmax=0 8.6e-13, none 1.29e-02 Ha
energy shift = -0.201563 Ha
S^-1 K: max Im eigenvalue 1.1e-14 Ha, S-overlap 1.8e-12
S^-1 K: L2 non-Hermiticity = 9.72e-02 Ha
tests ok
```
